# Why eight Majorana end modes can be gapped and fewer cannot

**Question.** A free-fermion chain in class BDI carries an integer invariant $\nu$, the net number of Majorana zero modes at its end, and no symmetric quadratic term can change it while the bulk gap stays open. With interactions this $\mathbb Z$ becomes $\mathbb Z_8$. Why eight? Which interaction gives eight end modes a unique symmetric ground state, and what stops any interaction from doing so for one to seven?

**Answer.** Time reversal forbids the quadratic couplings among like end modes but allows the quartic ones. What a quartic or higher term can achieve is limited by how time reversal and fermion parity act on the states of the end, and that action is fixed by signs that repeat with period eight in $\nu$.

## Conventions and the selection rule

Majorana operators are Hermitian and obey $\{\gamma_i,\gamma_j\}=2\delta_{ij}$. Each site fermion is $c=(a+ib)/2$. Time reversal $T$ is antiunitary with $TcT^{-1}=c$, so $TaT^{-1}=a$ and $TbT^{-1}=-b$. Fermion parity $P$ is conserved, so the Hamiltonian holds only even products. The chain $t\sum_j i a_jb_j$ pairs all modes on site and is trivial. The chain $t\sum_j i a_{j+1}b_j$ leaves $a_1$ free at the left end and has $\nu=1$. A general end has $p$ modes of type $a$ and $q$ of type $b$, with $\nu=p-q$, and the two ends of the chain are taken as decoupled.

Take a product of $k$ distinct Majoranas, $p'$ of type $a$ and $q'$ of type $b$, with $k=p'+q'$ even. Hermitian conjugation reverses the order, which takes $k(k-1)/2$ exchanges, so $i^{k(k-1)/2}\gamma\cdots\gamma$ is Hermitian. Under $T$ the prefactor is conjugated and each $b$ changes sign, giving $(-1)^{k(k-1)/2+q'}$. Since $k-1$ is odd, $k(k-1)/2\equiv k/2 \pmod 2$, and
$$\frac k2+q'=\frac{p'-q'}{2}+2q' .$$
The term is therefore allowed if and only if $p'-q'\equiv0 \pmod 4$.

For $k=2$ this leaves $H=\sum M_{\alpha\beta}\,ia_\alpha b_\beta$ with a real $p\times q$ matrix $M$. Orthogonal rotations of the $a$'s and of the $b$'s diagonalize $M$, whose rank is at most $\min(p,q)$, so at least $|\nu|$ modes stay unpaired. This is the free $\mathbb Z$; for $p=9$, $q=1$ the ground level has degeneracy $2^{8/2}=16$. For $k=4$ the product $aaaa$ is allowed.

## The obstruction for even $\nu$

Let $\nu=2m>0$ and first $q=0$. The $2m$ modes $\gamma_j$ act on $2^m$ states, and their $4^m$ monomials span all matrices on that space. Seek an antiunitary $\mathcal T=U\mathcal K$ on this space, with $\mathcal K$ complex conjugation, such that $U\gamma_j^*U^\dagger=\gamma_j$. It transforms every end operator as $T$ does, so it commutes with every symmetric $H$. If $U$ and $U'$ both work, $U'U^\dagger$ commutes with all $\gamma_j$ and is a phase $e^{i\phi}$, which cancels in $\mathcal T^2=UU^*$. The value of $\mathcal T^2$ is thus not a convention.

In the Jordan–Wigner form $\gamma_{2j-1}=Z\cdots ZX$ is real and $\gamma_{2j}=Z\cdots ZY$ is imaginary, so $U$ must commute with the $m$ real matrices and anticommute with the $m$ imaginary ones. Moving a Majorana through a product of $m$ distinct ones gives $(-1)^{m-1}$ if it is among them and $(-1)^m$ if not. For even $m$ the product $R$ of the imaginary matrices therefore serves, and $R^*=(-1)^mR=R$. For odd $m$ the product $Q$ of the real matrices serves, and $Q^*=Q$. In both cases $UU^*=U^2$. Reversal of $m$ factors gives $U^\dagger=(-1)^{m(m-1)/2}U$, and $UU^\dagger=1$ then fixes $U^2$. The parity of the end is $P=i^m\gamma_1\cdots\gamma_{2m}$, in which $\mathcal T$ conjugates only the factor $i^m$. Hence
$$\mathcal T^2=(-1)^{m(m-1)/2},\qquad \mathcal TP\mathcal T^{-1}=(-1)^mP .$$
Under $m\to m+4$ the first exponent grows by $4m+6$, which is even, so the pair of signs has period eight in $\nu$.

These signs survive when trivial pairs $(a,b)$ from nearby sites are brought into the end. Extend the Jordan–Wigner string with each added $a$ real and each added $b$ imaginary. Then $b^*=-b$ already has the required sign, and $U$ must commute with the new modes. For even $m$, $R$ does. For odd $m$, $Q$ anticommutes with them, and $U=Q\Lambda$ with $\Lambda=\prod iab$ over the added pairs repairs this, because $iab$ anticommutes with its own $a$ and $b$ and commutes with every other mode. The matrix $iab$ is real and $(iab)^2=-abab=1$, so $UU^*=Q^2\Lambda^2=Q^2$. Each pair multiplies $P$ by the $T$-even factor $iab$, which leaves the second sign unchanged.

For $\nu=2$ and $6$, $m$ is odd, and $\mathcal T$ maps an eigenstate of parity $+1$ to one of equal energy and parity $-1$. For $\nu=4$, $\mathcal T^2=-1$. Antiunitarity, $\langle\mathcal T\varphi|\mathcal T\chi\rangle=\langle\chi|\varphi\rangle$, with $\chi=\psi$ and $\varphi=\mathcal T\psi$ gives $-\langle\psi|\mathcal T\psi\rangle=\langle\psi|\mathcal T\psi\rangle$, so $\mathcal T\psi$ is orthogonal to $\psi$ and every level is a Kramers pair. For $\nu=8$ both signs are $+1$ and neither argument applies.

## The obstruction for odd $\nu$

Now the number $L=p+q$ of local modes is odd. Their product $\Gamma$ commutes with each of them, since $L-1$ is even, and with any even operator at the far end. It therefore commutes with $H$. Being odd, it anticommutes with the total parity $P$, so it maps each level onto one of opposite parity. This doublet is shared between the two ends, and the smallest space that holds it includes one far mode $\eta$.

The end Hamiltonian does not contain $\eta$, so it commutes with the $\mathcal T$ built for either assignment $\eta\to\pm\eta$, for which the total index is $\nu\pm1$. For $\nu=3$ with $\eta$ even, and for $\nu=5$ with $\eta$ odd, the total is $4$. Then $\mathcal T^2=-1$ and $\mathcal T$ preserves $P$, so Kramers pairs occur inside each parity sector and $\Gamma$ doubles them. The degeneracy of every level is thus at least
$$2,\;2,\;4,\;2,\;4,\;2,\;2,\;1\qquad(\nu=1,\dots,8),$$
with $\eta$ counted for odd $\nu$. The numerical check finds $U$ by projection in a random basis and diagonalizes random symmetric Hamiltonians containing all allowed orders. It confirms both signs and finds these lower bounds attained for $\nu=1$ to $16$, for $\nu=0$ to $8$ with one or two added pairs, and for $\nu=-1$ to $-8$.

## The quartic term for eight modes

Absence of an obstruction is not yet a Hamiltonian. The eight modes act on 16 states, so four independent commuting operators with eigenvalues $\pm1$ would single out one state. With $\gamma_{1234}\equiv\gamma_1\gamma_2\gamma_3\gamma_4$, take
$$S_1=\gamma_{1234},\quad S_2=\gamma_{1256},\quad S_3=\gamma_{1357},\quad S_4=P=\gamma_1\cdots\gamma_8 .$$
Each is Hermitian, because $k(k-1)/2$ is $6$ or $28$, and unitary, so $S_k^2=1$. Two even monomials sharing $r$ modes commute up to $(-1)^r$, and here $r=2$ or $4$.

Write $\alpha-1$ in binary as $x_2x_1x_0$. The supports of $S_1,S_2,S_3$ are the sets $x_2=0$, $x_1=0$, $x_0=0$, with indicator functions $1+x_2$, $1+x_1$, $1+x_0$ modulo 2, and $P$ has indicator $1$. Multiplying monomials adds indicators, so the 16 products have as indicators the 16 affine functions of $x$. The two constants give $1$ and $P$; each of the other 14 equals one on four points and gives a quartic. The signs follow from anticommutation:
$$S_1S_2=(\gamma_1\gamma_2)^2\gamma_{3456}=-\gamma_{3456},$$
$$S_1S_3=-\gamma_2(\gamma_3\gamma_4\gamma_3)\gamma_5\gamma_7=+\gamma_{2457},$$
$$S_2S_3=-\gamma_2(\gamma_5\gamma_6\gamma_3\gamma_5)\gamma_7=-\gamma_2\gamma_6\gamma_3\gamma_7=+\gamma_{2367},$$
$$S_1S_2S_3=-\gamma_1(\gamma_3\gamma_4\gamma_5\gamma_6\gamma_3)\gamma_5\gamma_7=\gamma_1\gamma_4(\gamma_5\gamma_6\gamma_5)\gamma_7=-\gamma_{1467}.$$
In the second and third lines the leading minus comes from moving $\gamma_1$ past three modes; in the fourth it is that of $S_1S_2$, and $\gamma_1$ passes four. For an ordered four-set $c$ with complement $\bar c$, the $i$-th element $c_i$ exceeds $c_i-i$ elements of $\bar c$, so $P=(-1)^{\sum c_i-10}\gamma_c\gamma_{\bar c}$. The index sums of the seven quartics found so far are $10,14,16,18,18,18,18$, all even, so $\gamma_cP=\gamma_{\bar c}$ and each passes its sign to its complement. Define $W$ as minus the sum of the 14 quartics:
$$\begin{aligned}W={}&-\gamma_{1234}-\gamma_{1256}+\gamma_{1278}-\gamma_{1357}-\gamma_{1368}-\gamma_{1458}+\gamma_{1467}\\&+\gamma_{2358}-\gamma_{2367}-\gamma_{2457}-\gamma_{2468}+\gamma_{3456}-\gamma_{3478}-\gamma_{5678}.\end{aligned}$$
This is the Fidkowski–Kitaev term in one sign convention; replacing some $\gamma_\alpha$ by $-\gamma_\alpha$ gives equivalent forms.

The projector $\prod_k\tfrac12(1+S_k)$ is $\tfrac1{16}$ of the sum of the 16 products. An even monomial other than $1$ anticommutes with any mode it contains and is therefore traceless, so the projector has trace $16/16=1$ and equals $|\psi\rangle\langle\psi|$. From $1+P-W=16|\psi\rangle\langle\psi|$,
$$W=1+P-16|\psi\rangle\langle\psi| .$$
On $\psi$ this is $1+1-16=-14$, on the seven other even states $+2$, and on the eight odd states $0$. The projector is a real combination of $T$-even monomials, so $\mathcal T\psi\propto\psi$. The end Hamiltonian $gW$ with $g>0$ has a unique, even, $T$-invariant ground state and a gap $14g$. For the dimerized chains, where the end modes are decoupled from the rest of the chain, this spectrum of the end is exact. The bonds of the bulk still cost $2t$ to excite, so with $gW$ on both ends the gap of the open stack is the smaller of $14g$ and $2t$.

The physical content appears on splitting eight into four plus four. Let $A=\gamma_{1234}$, $B=\gamma_{5678}$, and $\sigma_1=-i\gamma_2\gamma_3$, $\sigma_2=-i\gamma_3\gamma_1$, $\sigma_3=-i\gamma_1\gamma_2$, with $\tau_k$ built alike from $\gamma_5,\gamma_6,\gamma_7$. Then $\sigma_1\sigma_2=-\gamma_2\gamma_1=i\sigma_3$, so these are Pauli operators, odd under $T$ and commuting with $A$ and $B$. Their products are $\sigma_3\tau_3=-\gamma_{1256}=-S_2$, $\sigma_2\tau_2=-\gamma_3\gamma_1\gamma_7\gamma_5=-S_3$ and $\sigma_1\tau_1=-\gamma_{2367}=-S_2S_3$. With $A=S_1$, $B=S_1P$ and $AB=P$, the sum of the 16 products factorizes as $(1+A)(1+B)(1-\boldsymbol\sigma\cdot\boldsymbol\tau)$. Subtracting $1+P$ and changing the sign gives
$$W=-A-B+(1+A)(1+B)\,\boldsymbol\sigma\cdot\boldsymbol\tau .$$
The term $-A$ leaves on four modes a spin $\tfrac12$, the Kramers doublet of $\nu=4$, which a $T$-odd field $\sigma_k$ would be needed to split. Two such doublets can couple through the $T$-even exchange, and the singlet $\boldsymbol\sigma\cdot\boldsymbol\tau=-3$ has $W=-2-12=-14$. The three triplet states have $-2+4=2$, the four states with $A=B=-1$ have $2$, and the eight with $A=-B$ have $0$.

## A gapped path in the bulk

It remains to show that eight $\nu=1$ chains deform into trivial ones with the bulk gap open. Take eight chains $\alpha=1,\dots,8$ on a ring and add $gW$ on every octet $\{a^\alpha_j\}$ and every octet $\{b^\alpha_j\}$; the latter has $p'-q'=-4$ and is allowed. In either dimerization the Hamiltonian is a sum of commuting clusters
$$H=tK+g(W_a+W_b),\qquad K=\sum_\alpha ia_\alpha b_\alpha ,$$
each on 256 states, and the gap of the ring is the gap of one cluster. At $t=0$ the Hamiltonian does not refer to the pairing at all. If $H$ has a unique ground state for all $t,g\ge0$ not both zero, one can pass from one dimerization to $t=0$ and from there to the other.

*Sectors.* The eight operators $S_k^a,S_k^b$ commute, and by the trace argument above their joint eigenstates $|s_a,s_b\rangle$, with $S_k=(-1)^{s_k}$ and $s\in\mathbb F_2^4$, form a basis. There $W$ is diagonal with $w(0)=-14$, $w=2$ for the other seven $s$ with $s_4=0$, and $w=0$ for $s_4=1$. The mode $a_\alpha$ anticommutes with $S_k^a$ when $\alpha$ is in its support, so it shifts $s_a$ by $h_\alpha=(1+x_2,1+x_1,1+x_0,1)$, and these are all eight vectors with last entry $1$. The unitary $ia_\alpha b_\alpha$ shifts $s_a$ and $s_b$ by the same $h_\alpha$. Hence $\delta=s_a+s_b$ is conserved, and within each 16-state sector, labelled by $s=s_a$, $|K_{ss'}|=\mathcal A_{ss'}$, where $\mathcal A_{ss'}=1$ if $s_4\ne s'_4$ and $0$ otherwise.

*The sector $\delta=0$.* The commuting operators $ia_\alpha b_\alpha=\pm1$ give $K$ a unique ground state $G$ at $-8$ and a next level at $-6$. Regrouping $S_k^aS_k^b$, with $n=4$ or $8$ modes of each kind, into pairs $a_\alpha b_\alpha$ costs $(-1)^{n(n-1)/2}=+1$, and the product of the pairs is $i^{-n}\prod ia_\alpha b_\alpha=(-1)^n=+1$ on $G$. So $G$ has $\delta=0$. Every row of $\mathcal A$ sums to $8$ and its graph is connected, so its largest eigenvalue is $8$ with the uniform vector alone. Then
$$8=-\langle G|K|G\rangle\le\sum_{ss'}|G_s|\mathcal A_{ss'}|G_{s'}|\le8 ,$$
and equality forces $|G_s|=\tfrac14$ and every $G_s^*K_{ss'}G_{s'}$ to be real and nonpositive. Absorbing the phases of $G_s$ into the basis gives $K=-\mathcal A$, so $H_0=-t\mathcal A+V_0$ with $V_0(s)=2gw(s)$. For $t>0$ the off-diagonal elements are nonpositive on a connected graph, and the Perron–Frobenius theorem gives a unique lowest vector $f$ with all $f_s>0$.

Permutations of the seven states at $4g$, or of the eight at $0$, commute with $H_0$, so $f$ lies in the span of $|0\rangle$ and the normalized uniform vectors $u_7,u_8$. With $\langle0|\mathcal A|u_8\rangle=8/\sqrt8$ and $\langle u_7|\mathcal A|u_8\rangle=56/\sqrt{56}$,
$$H_3=\begin{pmatrix}-28g&0&-\sqrt8\,t\\0&4g&-\sqrt{56}\,t\\-\sqrt8\,t&-\sqrt{56}\,t&0\end{pmatrix}.$$
Expanding $\det(E-H_3)=0$ gives $E(E+28g)(E-4g)-56t^2(E+28g)-8t^2(E-4g)=0$. Since $(E+28g)(E-4g)=E^2+24gE-112g^2$ and $56\cdot28-32=1536$,
$$E^3+24gE^2-(112g^2+64t^2)E-1536\,gt^2=0 ,$$
and $E_0$ is the lowest root. At $g=0$ the roots are $0,\pm8t$, and at $t=0$ they are $-28g$, $0$, $4g$.

*The sectors $\delta\ne0$.* For a normalized $\varphi$, replacing each hopping term by minus its modulus can only lower the expectation value, so $E_\delta\ge\lambda_\delta$, the lowest eigenvalue of $-t\mathcal A+V_\delta$. Here $V_\delta(s)=g[w(s)+w(s+\delta)]=\tfrac12[V_0(s)+V_0(s+\delta)]$. The translation $D:s\to s+\delta$ leaves $s_4+s_4'$ unchanged and commutes with $\mathcal A$, so
$$-t\mathcal A+V_\delta=\tfrac12\left(H_0+DH_0D\right).$$
Both matrices on the right have lowest eigenvalue $E_0$, hence $\lambda_\delta\ge E_0$. Equality needs a common lowest vector, which must be $f$. Subtracting the two eigenvalue equations gives $[V_0(s)-V_0(s+\delta)]f_s=0$, and since $f_0>0$ this requires $V_0(0)=V_0(\delta)$, which is false for $g>0$. So $E_\delta>E_0$ for $t,g>0$. At $g=0$ the gap is $2t$. At $t=0$ the ground energy is $-28g$ and the next is $-14g+0$, a gap of $14g$. The gap is continuous and positive on a closed path, so its minimum is positive. The unique ground state of a symmetric $H$ is symmetric.

The step that puts $G$ and $|0,0\rangle$ in one sector cannot be dropped. If $b_1\to-b_1$ in $W_b$ alone, the term stays $T$-even but its ground state has $P_b=-1$. The cluster ground state then has parity $+1$ at $g=0$ and $-1$ at $t=0$, as the check confirms, and two levels must cross on that path.

## Numbers

Energies are in a model unit $J$, with $t=(1-s)J$ and $g=sJ$, where $s$ is from here on a path parameter between $0$ and $1$ and no longer a sector label. At $s=0.2$, $t=0.8\,J$ and $g=0.2\,J$. The diagonal of $H_3$ is $(-5.6,\,0.8,\,0)\,J$ and the couplings are $-2.262742\,J$ and $-5.986652\,J$. The coefficients are $24(0.2)=4.8$, $112(0.04)+64(0.64)=4.48+40.96=45.44$ and $1536(0.2)(0.64)=196.608$, so
$$E^3+4.8E^2-45.44E-196.608=0 .$$
The roots are $-7.341696$, $-4.057820$ and $6.599515\,J$. For the lowest, $E^2=53.9005$ and $-395.721+258.722+333.607=196.608$, as required. The first two rows of $H_3$ give the amplitude ratios
$$\frac{c_0}{c_8}=\frac{2.262742}{7.341696-5.6}=1.2992,\qquad\frac{c_7}{c_8}=\frac{5.986652}{7.341696+0.8}=0.7353 ,$$
with squares $1.6878$ and $0.5407$. Normalization gives $c_8^2=1/3.2285=0.3097$, $c_0^2=0.5228$ and $c_7^2=0.1675$.

The lower bounds $\lambda_\delta$ are $-6.663\,J$ for $\delta_4=1$ and $-6.595\,J$ for $\delta_4=0$, $\delta\neq0$. Both lie above $E_0$, as the proof requires, and well below the true sector minima, $-5.062742\,J$ and $-4.617601\,J$. The next level at $\delta=0$ is the middle root. The first excitation therefore has $\delta_4=1$, that is, odd cluster parity, and the gap is $-5.062742+7.341696=2.278954\,J$.

Along the path the gap is $2$, $1.8685$, $2.2790$, $6.4937$ and $14\,J$ at $s=0$, $0.1$, $0.2$, $0.5$ and $1$. It is not monotonic: its minimum is $1.868\,J$ near $s=0.102$, about $6.6\%$ below its value at $s=0$. The initial fall follows from first-order perturbation theory in $g$. The state $G$ has uniform modulus in its sector, and $w$ averages to $(-14+14+0)/16=0$. The eight first excited states $a_\alpha G$ lie in eight different sectors $\delta=h_\alpha$, so $W$ does not mix them, and they too have uniform modulus, so $V_\delta$ averages to zero. Both first-order shifts vanish and the gap is $2(1-s)J+O(s^2)$. At $s=0.1$ this linear term gives $1.8\,J$ against the computed $1.8685\,J$. The position of the minimum is a numerical result. The check below compares the cubic and the sector bounds with direct diagonalization along the path.

## From the end to $\mathbb Z_8$

Stacking chains adds $\nu$, so the map from $\mathbb Z$ to interacting phases respects addition, and its kernel, the set of $\nu$ that become trivial, is a subgroup $d\mathbb Z$. The bulk path puts $8$ in the kernel. To exclude $1,\dots,7$ one assumption enters: a chain whose bulk can be deformed to the trivial one admits, by symmetric terms in a finite region near each of its two ends, with the ends kept decoupled, a nondegenerate ground level of the open chain. For $\nu=8$ this takes $W$ on both ends; with $W$ on one end only, the eight free modes of the other end leave a 16-fold ground level. The obstructions hold for any finite number of added pairs and any order of interaction, so under this assumption none of $1,\dots,7$ is trivial. Then $d=8$, and two stacks are in the same phase precisely when their $\nu$ agree modulo eight. This identifies the image of the free classification as $\mathbb Z_8$; that interactions create no further phases in this class is a separate statement, not proved here. The argument needs $T$ in the stated form. If $T$ is broken, $ia_1a_2$ is allowed and gaps two end modes already at the quadratic level, and of the three obstructions only the one from $\Gamma$ remains.

## Table of computed values

```
free end p=9 q=1: ground degeneracy = 16
even nu      : [2, 4, 6, 8, 10, 12, 14, 16]
T^2          : [1, -1, -1, 1, 1, -1, -1, 1]
sign TPT^-1/P: [-1, 1, -1, 1, -1, 1, -1, 1]
degeneracy nu=1..8 : [2, 2, 4, 2, 4, 2, 2, 1]
degeneracy nu=9..16: [2, 2, 4, 2, 4, 2, 2, 1]
nu=0..8 with 1 extra pair(s): [1, 2, 2, 4, 2, 4, 2, 2, 1]
nu=0..8 with 2 extra pair(s): [1, 2, 2, 4, 2, 4, 2, 2, 1]
nu=-1..-8 with 1 extra pair: [2, 2, 4, 2, 4, 2, 2, 1]
T^2 for nu=3 (far mode T-even), nu=5 (T-odd): -1 -1
W = -1234 -1256 +1278 -1357 -1368 -1458 +1467
    +2358 -2367 -2457 -2468 +3456 -3478 -5678
W levels (units of g): [-14, 0, 2] multiplicities [1, 8, 7]
W gap = 14.000000 g, <P> = 1.000000, |<psi|T psi>| = 1.000000
<sigma.tau> in psi = -3.000000
so(8) generators commuting with W: 21 of 28
path t=(1-s) J, g=s J; full 256-state diagonalization
  s = 0.0: E0 = -8.000000 J, gap = 2.000000 J
  s = 0.1: E0 = -7.314842 J, gap = 1.868533 J
  s = 0.2: E0 = -7.341696 J, gap = 2.278954 J
  s = 0.5: E0 = -14.150560 J, gap = 6.493706 J
  s = 1.0: E0 = -28.000000 J, gap = 14.000000 J
minimum gap = 1.86847 J at s = 0.1017
worked point: t = 0.8 J, g = 0.2 J
  3x3 diagonal -5.60, 0.80, 0 J; couplings -2.262742, -5.986652 J
  cubic coefficients (powers of J): [1, 4.8, -45.44, -196.608]
  roots (J): [-7.341696, -4.05782, 6.599515]
  weights on 1, 7, 8 states: 0.522788, 0.167470, 0.309742
  delta=0: lowest -7.341696 J, next -4.057820 J
  even delta!=0: lowest -4.617601 J, bound -6.595074 J
  odd delta: lowest -5.062742 J, bound -6.662742 J
ground parity of K, matched W, mismatched W: [1.0, 1.0, -1.0]
```
